# Counting Pi-Donor Combinations in Homoleptic Amides from Cartesian Coordinates: test program

```python
"""Pi-donor counting for homoleptic amides M(NR2)n from Cartesian coordinates.

Result under test: the rank of the pi angular overlap matrix F counts the
lone-pair combinations able to overlap with metal s, p and d orbitals.
  n : unit vector metal -> nitrogen      h : nitrogen lone-pair direction
  u : h made perpendicular to n          F : rows = lone pairs, columns =
      s, px, py, pz, dxy, dyz, dz2, dxz, dx2-y2
For a tetrahedron with amide planes twisted by tau in one sense, the squared
singular values of F are 8/3 and (32/9) sin^2(tau + 2 pi k/3), k = 0, 1, 2.
Lengths are in angstrom, except inside the overlap integrals (bohr).
"""
import itertools
import numpy as np
from scipy import constants
from scipy.special import gamma

BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
rng = np.random.default_rng(7)
MN, NC, CNC = 1.90, 1.45, 112.0
HALF = np.radians(CNC / 2)

# normalized symmetric traceless tensors of the five d orbitals
Q = np.zeros((5, 3, 3))
for k, (a, b) in {0: (0, 1), 1: (1, 2), 3: (0, 2)}.items():
    Q[k, a, b] = Q[k, b, a] = 1 / np.sqrt(2)
Q[2] = np.diag([-1, -1, 2]) / np.sqrt(6)
Q[4] = np.diag([1, -1, 0]) / np.sqrt(2)


def unit(v):
    return v / np.linalg.norm(v)


def ligand(n, q):
    """N, C, C positions; q is the in-plane direction perpendicular to n."""
    nitrogen = MN * n
    return np.array([nitrogen,
                     nitrogen + NC * (np.cos(HALF) * n + np.sin(HALF) * q),
                     nitrogen + NC * (np.cos(HALF) * n - np.sin(HALF) * q)])


def molecule(ligands):
    symbols = np.array(["M"] + ["N", "C", "C"] * len(ligands))
    return symbols, np.vstack([np.zeros((1, 3))] + list(ligands))


def lone_pairs(symbols, xyz):
    """Bond directions n, pi vectors u and unprojected lone pairs h."""
    metal = xyz[symbols == "M"][0]
    carbons = xyz[symbols == "C"]
    ns, us, hs = [], [], []
    for nitrogen in xyz[symbols == "N"]:
        near = np.argsort(np.linalg.norm(carbons - nitrogen, axis=1))[:2]
        b0 = unit(metal - nitrogen)
        b1, b2 = [unit(carbons[j] - nitrogen) for j in near]
        h = unit(np.cross(b1 - b0, b2 - b0))
        n = -b0
        ns.append(n)
        hs.append(h)
        us.append(unit(h - (h @ n) * n))
    return np.array(ns), np.array(us), np.array(hs)


def pi_matrix(n, u):
    s_part = np.sum(n * u, axis=1)[:, None]
    d_part = np.sqrt(2) * np.einsum("ia,mab,ib->im", n, Q, u)
    return np.hstack([s_part, u, d_part])


def singular(matrix):
    return np.linalg.svd(matrix, compute_uv=False)


def rank(matrix, tol=1e-7):
    return int(np.sum(singular(matrix) > tol))


# ---------- symmetry count without character tables ----------
def candidate_operations():
    cubic = []
    for perm in itertools.permutations(range(3)):
        for signs in itertools.product([1, -1], repeat=3):
            cubic.append(np.diag(signs) @ np.eye(3)[list(perm)])
    hexagonal = []
    for k in range(6):
        c, s = np.cos(k * np.pi / 3), np.sin(k * np.pi / 3)
        turn = np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])
        for sy, sz in itertools.product([1, -1], repeat=2):
            hexagonal.append(turn @ np.diag([1, sy, sz]))
    return cubic, hexagonal


def preserved(symbols, xyz, ops):
    good = []
    for g in ops:
        moved = xyz @ g.T
        dist = np.linalg.norm(moved[:, None] - xyz[None], axis=2)
        dist[symbols[:, None] != symbols[None]] = 9.0
        if np.all(dist.min(axis=1) < 1e-6):
            good.append(g)
    return good


def group_average(matrix, n, u, ops):
    total = np.zeros_like(matrix)
    for g in ops:
        same_site = (n @ (n @ g.T).T) > 1 - 1e-6
        on_ligands = np.where(same_site, u @ (u @ g.T).T, 0.0)
        on_metal = np.zeros((9, 9))
        on_metal[0, 0] = 1
        on_metal[1:4, 1:4] = g
        on_metal[4:, 4:] = np.einsum("aij,jk,bkl,il->ab", Q, g, Q, g)
        total += on_ligands @ matrix @ on_metal.T
    return total / len(ops)


# ---------- two-centre overlaps from their definition ----------
def slater_exponent(charge, screening, n_star):
    return (charge - screening) / n_star


Z3D = slater_exponent(22, 0.35 * 1 + 1.00 * 18, 3.0)
Z4 = slater_exponent(22, 0.35 * 1 + 0.85 * 10 + 1.00 * 10, 3.7)
ZN = slater_exponent(7, 0.35 * 4 + 0.85 * 2, 2.0)


def radial(r, n_star, zeta):
    norm = (2 * zeta) ** (n_star + 0.5) / np.sqrt(gamma(2 * n_star + 1))
    return norm * r ** (n_star - 1) * np.exp(-zeta * r)


def two_centre_grid(vec, zeta_sum, size=40):
    """Points relative to the first centre; second centre at vec."""
    dist = np.linalg.norm(vec)
    axis = vec / dist
    e1 = unit(np.cross(axis, np.eye(3)[np.argmin(np.abs(axis))]))
    e2 = np.cross(axis, e1)
    t, wt = np.polynomial.laguerre.laggauss(size)
    eta, we = np.polynomial.legendre.leggauss(size)
    alpha = zeta_sum * dist / 2
    phi = np.arange(12) * 2 * np.pi / 12
    xi, et, ph = np.meshgrid(1 + t / alpha, eta, phi, indexing="ij")
    w = (wt * np.exp(t) / alpha)[:, None, None] * we[None, :, None]
    w = w * (2 * np.pi / 12) * (dist / 2) ** 3 * (xi**2 - et**2)
    z = dist / 2 * (1 + xi * et)
    rho = dist / 2 * np.sqrt((xi**2 - 1) * (1 - et**2))
    pts = (z[..., None] * axis + (rho * np.cos(ph))[..., None] * e1
           + (rho * np.sin(ph))[..., None] * e2)
    return pts.reshape(-1, 3), w.ravel()


def nitrogen_p(rel, direction):
    r = np.linalg.norm(rel, axis=1)
    return (radial(r, 2.0, ZN) * np.sqrt(3 / (4 * np.pi))
            * (rel @ direction) / r)


def metal_orbitals(pts):
    r = np.linalg.norm(pts, axis=1)
    e = pts / r[:, None]
    r4, r3 = radial(r, 3.7, Z4), radial(r, 3.0, Z3D)
    s = r4 / np.sqrt(4 * np.pi)
    p = r4 * np.sqrt(3 / (4 * np.pi)) * e.T
    d = (r3 * np.sqrt(5 / (4 * np.pi)) * np.sqrt(1.5)
         * np.einsum("ia,mab,ib->mi", e, Q, e))
    return np.vstack([s[None], p, d])


def overlap_matrix(positions, directions, size=40):
    rows = []
    for pos, direction in zip(positions / BOHR, directions):
        pts, w = two_centre_grid(pos, Z4 + ZN, size)
        rows.append(metal_orbitals(pts) @ (w * nitrogen_p(pts - pos, direction)))
    return np.array(rows)


# quadrature check: two hydrogen-like 1s functions 2 bohr apart
sep = np.array([0, 0, 2.0])
pts, w = two_centre_grid(sep, 2.0)
numeric = np.sum(w * np.exp(-np.linalg.norm(pts, axis=1)
                            - np.linalg.norm(pts - sep, axis=1))) / np.pi
assert abs(numeric - np.exp(-2) * (1 + 2 + 4 / 3)) < 1e-10

# ---------- worked example: tetrahedral amide, planes in mirror planes ----------
D2 = [np.diag(v).astype(float) for v in
      ([1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1])]
n1 = unit(np.array([1.0, 1.0, 1.0]))
m1 = unit(np.array([1.0, 1.0, -2.0]))
t1 = np.cross(n1, m1)


def copies(lig):
    return molecule([lig @ g.T for g in D2])


first = np.round(ligand(n1, m1), 3)
symbols, xyz = copies(first)
n, u, h = lone_pairs(symbols, xyz)
# free signs chosen so that every vector circulates the same way about z
u = u * np.sign(np.sum(u * np.cross([0, 0, 1.0], n), axis=1))[:, None]
F = pi_matrix(n, u)
sv = singular(F)
left = np.linalg.svd(F)[0]
null = left[:, -1] * np.sign(left[0, -1])

print("Ligand 1 coordinates x, y, z (angstrom); metal at origin")
for name, row in zip(["N ", "C1", "C2"], first):
    print(" ", name, " ".join(f"{v:7.3f}" for v in row))
print("Other ligands: signs (-,-,+), (+,-,-), (-,+,-) on x, y, z")
print("M-N distance from coordinates: %.4f angstrom" % np.linalg.norm(first[0]))
print("Pi vectors u (x, y, z) and null-combination coefficient")
for row, c in zip(u, null):
    print("  " + " ".join(f"{np.round(v, 4) + 0.0:7.4f}" for v in row)
          + f" | {c:7.4f}")
print("F columns: s px py pz dxy dyz dz2 dxz dx2-y2 (no unit)")
for row in F:
    print("  " + " ".join(f"{np.round(v, 4) + 0.0:7.4f}" for v in row))
print("Singular values of F:", " ".join(f"{v:.4f}" for v in sv))
print("Rank of F: %d; p columns only: %d; d columns only: %d"
      % (rank(F), rank(F[:, 1:4]), rank(F[:, 4:])))
assert np.allclose(null, 0.5, atol=1e-8)

# basis-free Gram matrix and independence of the axes
nn, uu, nu = n @ n.T, u @ u.T, n @ u.T
assert np.allclose(F @ F.T, uu + nn * uu + nu * nu.T, atol=1e-12)
turn = np.linalg.qr(rng.normal(size=(3, 3)))[0]
nr, ur, _ = lone_pairs(symbols, xyz @ turn.T)
assert np.allclose(singular(pi_matrix(nr, ur)), sv, atol=1e-7)

# first metal function that matches the null combination: f z(x2-y2)
gradient = np.stack([2 * n[:, 0] * n[:, 2], -2 * n[:, 1] * n[:, 2],
                     n[:, 0]**2 - n[:, 1]**2], axis=1)
f_column = np.sqrt(15) / 2 * np.sum(u * gradient, axis=1) / np.sqrt(6)
assert abs(null @ f_column) > 0.1
print("Null combination with f z(x2-y2), angular factor: %.4f"
      % abs(null @ f_column))

# ---------- true overlaps against angular factors ----------
R = np.linalg.norm(first[0])
bond = np.array([[0, 0, R]])
local_pi = overlap_matrix(bond, np.array([[1.0, 0, 0]]))[0]
local_sigma = overlap_matrix(bond, np.array([[0, 0, -1.0]]))[0]
Sp, Sd, Ss = local_pi[1], local_pi[7], local_sigma[0]
S = overlap_matrix(R * n, u)
assert np.allclose(S, F * np.array([1.0] + [Sp] * 3 + [Sd] * 5), atol=1e-9)
assert min(abs(Sp), abs(Sd)) > 1e-3 and rank(S) == rank(F)
expected = np.sort([0, np.sqrt(8 / 3) * abs(Sd)]
                   + [np.sqrt(2 * Sp**2 + 2 * Sd**2 / 3)] * 2)[::-1]
assert np.allclose(singular(S), expected, atol=1e-7)
mesh_shift = np.max(np.abs(S - overlap_matrix(R * n, u, 28)))
assert mesh_shift < 1e-4
print("Slater exponents 3d, 4s=4p, N 2p: %.4f %.4f %.4f 1/bohr" % (Z3D, Z4, ZN))
print("Radial overlaps: 4p-pi %.4f, 3d-pi %.4f, 4s-sigma %.4f" % (Sp, Sd, Ss))
print("Singular values of true overlap:",
      " ".join(f"{v:.4f}" for v in singular(S)))
print("Largest overlap shift, mesh 28 to 40: %.1e" % mesh_shift)

# ---------- rank against symmetry for several skeletons ----------
X, Y, Zax = np.eye(3)
trig = [np.array([np.cos(a), np.sin(a), 0]) for a in 2 * np.pi * np.arange(3) / 3]
square = [X, Y, -X, -Y]
shapes = {
    "trigonal, NC2 upright": [(v, Zax) for v in trig],
    "trigonal, NC2 in plane": [(v, np.cross(Zax, v)) for v in trig],
    "tetrahedral, NC2 in mirror": [(g @ n1, g @ m1) for g in D2],
    "tetrahedral, NC2 across mirror": [(g @ n1, g @ t1) for g in D2],
    "square, NC2 in plane": [(v, np.cross(Zax, v)) for v in square],
    "octahedral, Th": [(s * a, b) for a, b in ((Zax, Y), (X, Zax), (Y, X))
                       for s in (1, -1)],
}
cubic_ops, hex_ops = candidate_operations()
print("Skeleton: group order, lone pairs, rank, symmetry count, d-only rank")
for name, sites in shapes.items():
    sym, pos = molecule([ligand(a, b) for a, b in sites])
    ops = preserved(sym, pos, hex_ops if "trigonal" in name else cubic_ops)
    a, b, _ = lone_pairs(sym, pos)
    mat = pi_matrix(a, b)
    assert np.allclose(group_average(mat, a, b, ops), mat, atol=1e-8)
    allowed = rank(group_average(rng.normal(size=mat.shape), a, b, ops))
    assert rank(mat) == allowed
    print(f"  {name}: {len(ops)}, {len(a)}, {rank(mat)}, {allowed}, "
          f"{rank(mat[:, 4:])}")
    if name.startswith("octahedral"):
        oct_n, oct_u = a, b
d2_count = rank(group_average(rng.normal(size=F.shape), n, u, D2))
assert d2_count > rank(F)
print("Example, symmetry count if only D2 is imposed: %d" % d2_count)

# ---------- twist law ----------
def twisted(tau):
    q = np.cos(tau) * m1 + np.sin(tau) * t1
    a, b, _ = lone_pairs(*copies(ligand(n1, q)))
    return pi_matrix(a, b)


for degrees in (0, 5, 17, 30, 60, 75, 90):
    tau = np.radians(degrees)
    law = [8 / 3] + [32 / 9 * np.sin(tau + 2 * np.pi * k / 3)**2 for k in range(3)]
    assert np.allclose(np.sort(singular(twisted(tau))**2), np.sort(law), atol=1e-9)
small = singular(twisted(np.radians(5)))[-1]
print("Twist 5 deg: smallest singular value %.4f" % small)
print("  its square relative to 8/3: %.2f percent" % (100 * small**2 / (8 / 3)))

# ---------- tolerance from coordinate noise ----------
noise = 0.01
bounds, changes = [], []
for _ in range(400):
    a, b, _h = lone_pairs(symbols, xyz + rng.normal(scale=noise, size=xyz.shape))
    b = b * np.sign(np.sum(b * u, axis=1))[:, None]
    angles = []
    for i in range(4):
        old = np.array([n[i], u[i], np.cross(n[i], u[i])])
        new = np.array([a[i], b[i], np.cross(a[i], b[i])])
        angles.append(np.arccos(np.clip((np.trace(new.T @ old) - 1) / 2, -1, 1)))
    bounds.append(np.sqrt(5 * np.sum(np.square(angles))))
    changes.append(np.max(np.abs(singular(pi_matrix(a, b)) - sv)))
    assert changes[-1] <= bounds[-1] + 1e-10
tol = max(bounds)
critical = np.arcsin(tol * 3 / (4 * np.sqrt(2)))
assert rank(F, tol) == 3
assert rank(twisted(0.5 * critical), tol) == 3
assert rank(twisted(1.5 * critical), tol) == 4
print("Coordinate noise (standard deviation): %.3f angstrom, 400 draws" % noise)
print("Largest singular-value change: %.4f" % max(changes))
print("Rank tolerance (largest bound): %.4f; rank with it: %d" % (tol, rank(F, tol)))
print("Twist at which this tolerance counts 4: %.2f deg" % np.degrees(critical))

# ---------- effects outside the pure pi count ----------
# pyramidal nitrogen, unrounded: the pi count must survive a strict tolerance
bent = ligand(n1, m1)
bent[1:] += 0.10 * t1
bn, bu, bh = lone_pairs(*copies(bent))
bent_pi = pi_matrix(bn, bu)
S_bent = overlap_matrix(MN * bn, bh)
assert rank(bent_pi) == rank(F)
assert singular(S_bent)[-1] > 1e-4
print("Both C atoms moved 0.10 angstrom out of plane: |h.n| = %.4f"
      % abs(bh[0] @ bn[0]))
print("  pi rank %d; smallest full overlap singular value %.4f"
      % (rank(bent_pi), singular(S_bent)[-1]))

# the same distortion of the rounded coordinates: rounding adds a tiny twist
rounded = first.copy()
rounded[1:] += 0.10 * t1
rn, ru, _ = lone_pairs(*copies(rounded))
rounded_pi = pi_matrix(rn, ru)
assert rank(rounded_pi) == 4
assert rank(rounded_pi, tol) == 3
print("  rounded coordinates: smallest pi singular value %.1e"
      % singular(rounded_pi)[-1])
print("  their rank at tolerance 1e-7: %d; at the noise tolerance: %d"
      % (rank(rounded_pi), rank(rounded_pi, tol)))

lone_overlap = np.eye(4)
for i, j in itertools.combinations(range(4), 2):
    vec = R * (n[j] - n[i]) / BOHR
    pts, w = two_centre_grid(vec, 2 * ZN)
    value = np.sum(w * nitrogen_p(pts, u[i]) * nitrogen_p(pts - vec, u[j]))
    lone_overlap[i, j] = lone_overlap[j, i] = value
print("Largest lone pair-lone pair overlap: %.4f"
      % np.max(np.abs(lone_overlap - np.eye(4))))
print("  squared norm of null combination with it: %.4f"
      % (null @ lone_overlap @ null))

print("Sigma competition: sigma rank, sigma+pi rank, added by pi")
for name, a, b in (("tetrahedral example", n, u), ("octahedral model", oct_n, oct_u)):
    sigma = overlap_matrix(R * a, -a)
    both = np.vstack([sigma, overlap_matrix(R * a, b)])
    r_sigma, r_both = rank(sigma, 1e-6), rank(both, 1e-6)
    assert r_both <= 9 and r_both - r_sigma <= rank(pi_matrix(a, b))
    print(f"  {name}: {r_sigma}, {r_both}, {r_both - r_sigma}")

print("all tests passed")
```

It prints:

```
Ligand 1 coordinates x, y, z (angstrom); metal at origin
  N    1.097   1.097   1.097
  C1   2.056   2.056   0.584
  C2   1.074   1.074   2.547
Other ligands: signs (-,-,+), (+,-,-), (-,+,-) on x, y, z
M-N distance from coordinates: 1.9001 angstrom
Pi vectors u (x, y, z) and null-combination coefficient
  -0.7071  0.7071  0.0000 |  0.5000
   0.7071 -0.7071  0.0000 |  0.5000
   0.7071  0.7071  0.0000 |  0.5000
  -0.7071 -0.7071  0.0000 |  0.5000
F columns: s px py pz dxy dyz dz2 dxz dx2-y2 (no unit)
   0.0000 -0.7071  0.7071  0.0000  0.0000  0.4082  0.0000 -0.4082 -0.8165
   0.0000  0.7071 -0.7071  0.0000  0.0000 -0.4082  0.0000  0.4082 -0.8165
   0.0000  0.7071  0.7071  0.0000  0.0000 -0.4082  0.0000 -0.4082  0.8165
   0.0000 -0.7071 -0.7071  0.0000  0.0000  0.4082  0.0000  0.4082  0.8165
Singular values of F: 1.6330 1.6330 1.6330 0.0000
Rank of F: 3; p columns only: 2; d columns only: 3
Null combination with f z(x2-y2), angular factor: 1.4907
Slater exponents 3d, 4s=4p, N 2p: 1.2167 0.8514 1.9500 1/bohr
Radial overlaps: 4p-pi 0.1428, 3d-pi 0.2607, 4s-sigma 0.0319
Singular values of true overlap: 0.4257 0.2934 0.2934 0.0000
Largest overlap shift, mesh 28 to 40: 2.5e-14
Skeleton: group order, lone pairs, rank, symmetry count, d-only rank
  trigonal, NC2 upright: 12, 3, 2, 2, 2
  trigonal, NC2 in plane: 12, 3, 3, 3, 2
  tetrahedral, NC2 in mirror: 8, 4, 3, 3, 3
  tetrahedral, NC2 across mirror: 8, 4, 4, 4, 4
  square, NC2 in plane: 16, 4, 3, 3, 2
  octahedral, Th: 24, 6, 6, 6, 3
Example, symmetry count if only D2 is imposed: 4
Twist 5 deg: smallest singular value 0.1643
  its square relative to 8/3: 1.01 percent
Coordinate noise (standard deviation): 0.010 angstrom, 400 draws
Largest singular-value change: 0.0384
Rank tolerance (largest bound): 0.0969; rank with it: 3
Twist at which this tolerance counts 4: 2.94 deg
Both C atoms moved 0.10 angstrom out of plane: |h.n| = 0.0441
  pi rank 3; smallest full overlap singular value 0.0089
  rounded coordinates: smallest pi singular value 7.8e-06
  their rank at tolerance 1e-7: 4; at the noise tolerance: 3
Largest lone pair-lone pair overlap: 0.0040
  squared norm of null combination with it: 0.9903
Sigma competition: sigma rank, sigma+pi rank, added by pi
  tetrahedral example: 4, 7, 3
  octahedral model: 6, 9, 3
all tests passed
```
